# Density and magnetisation in a Kramers doublet, and the Hohenberg-Kohn map, part 1

(Sections cited here and not found follow in the second part.)

## First half: what the states of a doublet share, and what tells them apart

### The situation

Take a molecule with an odd number of electrons and no magnetic field. Its ground level is at least twofold degenerate, however low the symmetry of the nuclear frame. Suppose that it is exactly twofold. Two calculations on this molecule may then return two different ground states with the same energy, and nothing in the Hamiltonian prefers one of them.

This raises a difficulty for density functional theory. For a non-degenerate ground level, the Hohenberg-Kohn theorem says that the ground density determines the ground state. Here there is a whole family of ground states. Do they have different densities, so that one potential has many densities? Or do they share one density, so that the density cannot determine the state? And does the magnetisation supply what the density lacks?

### One electron

Let the electron have the two-component orbital $\varphi(\mathbf r)=(\alpha,\beta)^{\mathsf T}$, where $\alpha$ and $\beta$ are complex functions. Time reversal acts as

$$T=-i\sigma_y K,\qquad -i\sigma_y=\begin{pmatrix}0&-1\\1&0\end{pmatrix},\qquad T\varphi=\begin{pmatrix}-\beta^*\\ \alpha^*\end{pmatrix},$$

with $K$ complex conjugation. The density of $T\varphi$ is $|\beta|^2+|\alpha|^2$, the same as that of $\varphi$. The product of the two orbitals vanishes at every point:

$$\varphi^\dagger T\varphi=-\alpha^*\beta^*+\beta^*\alpha^*=0 .$$

Now form $\varphi_c=c_1\varphi+c_2T\varphi$ with $|c_1|^2+|c_2|^2=1$. The cross terms in its density are zero, and the rest is $(|c_1|^2+|c_2|^2)\,n=n$. Every state of the pair has the density $n(\mathbf r)=\varphi^\dagger\varphi$.

For the magnetisation, write $\varphi=\sqrt n\,\chi$ with $\chi^\dagger\chi=1$ wherever $n\neq0$. The matrix $W(\mathbf r)=(\chi,\;T\chi)$ has orthonormal columns, so it is unitary, and its determinant is $|\alpha|^2/n+|\beta|^2/n=1$. Then $\varphi_c=\sqrt n\,W c$ with $c=(c_1,c_2)^{\mathsf T}$. A unitary matrix of determinant one turns the Pauli matrices into a rotated set, $W^\dagger\sigma_iW=\sum_aR_{ia}\sigma_a$, where $R(\mathbf r)$ is a rotation matrix. Hence

$$m_i(\mathbf r)=\varphi_c^\dagger\sigma_i\varphi_c=n\,c^\dagger W^\dagger\sigma_iW c=n(\mathbf r)\sum_aR_{ia}(\mathbf r)\,u_a,\qquad u_a=c^\dagger\sigma_a c .$$

The unit vector $\mathbf u$ is the Bloch vector of the state. It labels the state up to an overall phase. Since $R$ is a rotation, two different Bloch vectors give different magnetisations wherever $n\neq0$. For one electron the answer is therefore complete: one density, and a different magnetisation for each state.

Here $\mathbf m$ is the expectation value of $\boldsymbol\sigma$ per volume. The physical spin moment density is $-\mu_B\mathbf m$ for a spin $g$-factor of 2. Orbital currents are not included in $\mathbf m$.

A limit checks the formula. Without spin-orbit coupling the Hamiltonian is real and free of spin. A twofold level then has a single space function, which can be chosen real, and the orbital is this function times a fixed spinor. Then $W$ is constant up to a sign, $R$ doesn't depend on $\mathbf r$, and the magnetisation is $n$ times one common direction. Spin-orbit coupling can make that direction vary in space.

### Many electrons: the two signs that matter

For $N$ electrons, $T$ is the product of the factors $-i\sigma_y$ of all electrons, times $K$. The matrix $-i\sigma_y$ is real and its square is $-1$, so

$$T^2=\eta,\qquad \eta=(-1)^N .$$

$T$ is antiunitary: $\langle Tf|Tg\rangle=\langle f|g\rangle^*$, or equivalently $\langle f|g\rangle=\langle Tg|Tf\rangle$.

Let $A$ be a Hermitian operator with $TAT^{-1}=\varepsilon A$, where $\varepsilon=+1$ (even) or $-1$ (odd). Then $TA=\varepsilon AT$. For any state $\psi$ the diagonal elements obey

$$\langle T\psi|A|T\psi\rangle=\varepsilon\langle T\psi|TA\psi\rangle=\varepsilon\langle A\psi|\psi\rangle=\varepsilon\langle\psi|A|\psi\rangle .$$

The second equality is antiunitarity, the third is Hermiticity. For the off-diagonal element, use $\langle f|g\rangle=\langle Tg|Tf\rangle$ with $f=\psi$ and $g=AT\psi$:

$$\langle\psi|A|T\psi\rangle=\langle TAT\psi|T\psi\rangle=\varepsilon\langle AT^2\psi|T\psi\rangle=\varepsilon\eta\,\langle\psi|A|T\psi\rangle .$$

If $\varepsilon\eta=-1$, the element equals its own negative and vanishes. For odd $N$ this happens when $A$ is even. Taking $A=1$ gives $\langle\psi|T\psi\rangle=0$, which is Kramers' result: $\psi$ and $T\psi$ are different states. If $T$ commutes with the Hamiltonian, they also have the same energy.

The identity used no property of $\psi$, so it can be tested on random vectors. For the site densities of a four-site model, the largest element $|\langle\psi|n_i|T\psi\rangle|$ came out as $6\times10^{-17}$ for three electrons and 0.2071 for two. With even $N$ the cancellation is absent.

### One density for the whole plane

Let the ground level be exactly twofold and spanned by $\psi$ and $T\psi$. Let $P$ be the projector onto this plane, and let $\tau_x,\tau_y,\tau_z$ be Pauli matrices in the basis $(\psi,T\psi)$.

The density operator $\hat n(\mathbf r)=\sum_i\delta(\mathbf r-\mathbf r_i)$ is real and free of spin, hence even. Its diagonal elements are equal and its off-diagonal elements vanish:

$$P\hat n(\mathbf r)P=n(\mathbf r)\,P .$$

A normalised state in the plane satisfies $P\Psi=\Psi$, so its density is $\langle\Psi|P\hat nP|\Psi\rangle=n(\mathbf r)$. A mixed state $\rho=P\rho P$ of unit trace gives $\mathrm{Tr}\,\rho\hat n=n(\mathbf r)$ too. The density half of the question is thereby settled, with no condition beyond a single Kramers pair.

The argument applies to every even Hermitian operator, including many-body ones. Pair densities, the repulsion energy and time-reversal invariant spin correlations are all constant over the doublet.

The restriction to one pair matters. Each state is related to its own time-reversed partner, but time reversal doesn't relate two different pairs of a fourfold level. A single $p$ electron with total angular momentum $3/2$ shows this. Its state with projection $3/2$ has the angular density $|Y_{11}|^2$, which is zero on the $z$ axis. Its state with projection $1/2$ has $\tfrac23|Y_{10}|^2+\tfrac13|Y_{11}|^2$, which is $\tfrac23\cdot\tfrac{3}{4\pi}=\tfrac1{2\pi}$ there.

### The magnetisation as a linear map

The operator $\hat m_i(\mathbf r)=\sum_k\sigma_i^{(k)}\delta(\mathbf r-\mathbf r_k)$ is odd. For $\sigma_x$ and $\sigma_z$, which are real, the sign comes from anticommutation with $\sigma_y$. For $\sigma_y$ it comes from complex conjugation. The diagonal elements are now opposite and the off-diagonal ones are free. Take a general state

$$\Psi_{\mathbf u}=\cos\tfrac\theta2\,\psi+e^{i\phi}\sin\tfrac\theta2\,T\psi,\qquad \mathbf u=(\sin\theta\cos\phi,\ \sin\theta\sin\phi,\ \cos\theta).$$

With $X_i=\langle\psi|\hat m_i|T\psi\rangle$, its magnetisation is

$$m_i=\left(\cos^2\tfrac\theta2-\sin^2\tfrac\theta2\right)\langle\psi|\hat m_i|\psi\rangle+2\cos\tfrac\theta2\sin\tfrac\theta2\,\mathrm{Re}\left(e^{i\phi}X_i\right).$$

The brackets are $\cos\theta$ and $\sin\theta(\cos\phi\,\mathrm{Re}X_i-\sin\phi\,\mathrm{Im}X_i)$. This is linear in $\mathbf u$:

$$m_i(\mathbf r)=\sum_aM_{ia}(\mathbf r)u_a,\qquad M_{ix}=\mathrm{Re}X_i,\quad M_{iy}=-\mathrm{Im}X_i,\quad M_{iz}=\langle\psi|\hat m_i|\psi\rangle .$$

For a mixed state $\rho=\tfrac12(P+\mathbf w\cdot\boldsymbol\tau)$ with $|\mathbf w|\le1$, $\mathbf w$ takes the place of $\mathbf u$.

How different are two magnetisations? Integrating the squared difference gives

$$\int|\mathbf m_{\mathbf u}-\mathbf m_{\mathbf u'}|^2d^3r=\sum_{ab}(u_a-u'_a)\,G_{ab}\,(u_b-u'_b),\qquad G_{ab}=\int\sum_iM_{ia}M_{ib}\,d^3r,$$

for square-integrable magnetisations. If the symmetric matrix $G$ is positive definite, different states have different magnetisations. If it is not, some unit vector $\mathbf k$ has $\mathbf k^{\mathsf T}G\mathbf k=0$. Then $M\mathbf k=0$ everywhere, and the distinct states $\mathbf k$ and $-\mathbf k$ both have zero magnetisation.

So "every state has a different magnetisation" is not a consequence of time reversal alone. It is equivalent to the positive definiteness of $G$. What time reversal does guarantee is that partners, with Bloch vectors $\mathbf u$ and $-\mathbf u$, have opposite magnetisations.

### Two limits in which the condition holds

*Independent electrons.* Let the ground determinant contain filled pairs $(\varphi,T\varphi)$ and one electron in an open pair, separated from the other levels. The magnetisations of a filled pair cancel. Under time reversal its antisymmetric product becomes $T\varphi\wedge T^2\varphi=-T\varphi\wedge\varphi=\varphi\wedge T\varphi$, so it is unchanged. Time reversal thus acts on the open orbital alone, and the one-electron result carries over:

$$M=n_{\rm open}R(\mathbf r),\qquad M^{\mathsf T}M=n_{\rm open}^2\,1,\qquad G=1\int n_{\rm open}^2\,d^3r .$$

*No spin-orbit coupling and total spin 1/2.* Let the plane be one spin doublet in its standard basis. A spin rotation with rotation matrix $Q$ changes $\hat m_i$ into $\sum_jQ_{ij}\hat m_j$ and $\tau_i$ into $\sum_jQ_{ij}\tau_j$. Rotating both sides of $P\hat m_iP=\sum_aM_{ia}\tau_a$ gives $QM=MQ$ for every $Q$. Half turns about the three axes force $M$ to be diagonal, and quarter turns make its entries equal. So $M=s(\mathbf r)\,1$, or $s(\mathbf r)R$ with a constant rotation $R$ in another basis. The integral of $\hat m_i$ is twice the total spin operator, which is $\tau_i$ in the doublet, so $\int s\,d^3r=1$. The function $s$ can't vanish everywhere, and $G=1\int s^2d^3r$ is positive definite.

### An interacting model with spin-orbit coupling

Three electrons on four sites show the case between these limits. With $c_i$ the two-component annihilation operator of site $i$,

$$H=\sum_{(i,j)}\left[-t\,c_i^\dagger e^{i\vartheta\,\mathbf e_{ij}\cdot\boldsymbol\sigma}c_j+\text{h.c.}\right]+U\sum_in_{i\uparrow}n_{i\downarrow}+\sum_iv_in_i .$$

The ordered bonds and their axes are $(1,2)$: $z$; $(2,3)$: $x$; $(3,4)$: $y$; $(4,1)$: $x$; $(1,3)$: $z$. The parameters are $t=1$ eV, $U=4$ eV, $\vartheta=0.5$ rad and $v=(-0.6,\,0.2,\,0.5,\,-0.1)$ eV. The hopping is even under time reversal, because $T$ reverses both $i$ and $\boldsymbol\sigma$, leaving their product unchanged. The differing axes leave no component of the total spin conserved.

Full diagonalisation gives a doublet at $-3.952$ eV, and the next level lies 1.206 eV higher. The site densities are 0.828, 0.736, 0.585 and 0.851 electrons. Over 30 random states of the doublet they changed by at most $4\times10^{-16}$ electrons. The double occupancy, a spin correlation between sites 1 and 3, and the energy without the site potentials were constant as well.

The basis state $\psi$ is chosen to diagonalise the total $\sigma_z$ within the doublet, with its phase making the total $\sigma_x$ element between $\psi$ and $T\psi$ positive. On site 4, where the density is 0.851 for every state, the magnetisation is

- $(0.053,\ 0.010,\ 0.624)$ for $\mathbf u=+z$,
- $(-0.053,\ -0.010,\ -0.624)$ for $\mathbf u=-z$,
- $(0.601,\ -0.084,\ -0.055)$ for $\mathbf u=+x$.

On a lattice the integral in $G$ becomes a sum over sites. Its eigenvalues are 0.513, 0.601 and 0.604, so all states of this doublet differ in magnetisation. As a check by hand, the squared differences between the $+z$ and $+x$ states on sites 1 to 4 add up to

$$0.040+0.328+0.024+0.771=1.163 .$$

Here $|\mathbf u-\mathbf u'|^2=2$, so the result must lie between $2(0.513)=1.026$ and $2(0.604)=1.208$, as it does.

Both limiting forms of $M$ were confirmed on the same sites. For $U=0$ the open orbital has the weights 0.099, 0.307, 0.113 and 0.481. For $\vartheta=0$ with $U=4$ eV, $s$ is $-0.106$, 0.524, $-0.035$ and 0.617, which sums to one. The negative values are an effect of the repulsion: with both $\vartheta=0$ and $U=0$, $s$ would be the density of the open orbital and could not be negative.

## Second half: the exception, and the map from density to potential

### Symbols and results carried over

The electron number $N$ is odd, and the ground level is a single Kramers pair $\psi,T\psi$ with projector $P$. A pure state has a unit Bloch vector $\mathbf u$; a mixed state has a vector $\mathbf w$ with $|\mathbf w|\le1$. Even and odd refer to the sign of an operator under time reversal $T$. In the basis of the pair, with Pauli matrices $\tau_a$, even operators are multiples of $P$ and odd ones are combinations of the $\tau_a$. In particular

$$P\hat n(\mathbf r)P=n(\mathbf r)P,\qquad m_i(\mathbf r)=\sum_aM_{ia}(\mathbf r)u_a,\qquad G_{ab}=\int\sum_iM_{ia}M_{ib}\,d^3r .$$

All states share $n$. They all differ in $\mathbf m$ if and only if $G$ is positive definite.

All states of a single Kramers pair share one density, while their magnetisations are linear in the Bloch vector and all differ exactly when $G$ is positive definite, as it is in the two limits and the interacting model treated here. What remains is a doublet for which this condition fails, and the question of what the density determines about the potential and the ground states.
